# Stretching the two ring–iron bonds of ferrocene

## Problem

In ferrocene an iron atom sits midway between two parallel cyclopentadienyl rings, all centred on one fivefold axis. Treat each ring as a rigid body of mass $m=65.1$ u (five carbons and five hydrogens) and the iron as a point of mass $M=55.845$ u. Equal harmonic springs of constant $k$ join each ring to the iron, and no other force acts.

(a) Justify treating motion along the axis separately from all other motion.

(b) Find the two stretching vibrations. Show that the frequency of the antisymmetric one is 1.83 times that of the symmetric one, whatever the value of $k$.

(c) For $k=20$ eV/Å$^2$, find the two vibrational quanta. Judge the model against the real molecule.

The algebra is in atomic units, so $\hbar=1$ and a frequency $\omega$ is also the energy of one quantum. Numbers are in eV and Å.

## Hints

1. Ask what a rotation by one fifth of a turn does to each kind of displacement. The potential energy must not change under it.
2. Use the two bond stretches as variables, and write Newton's equation for each of the three bodies.
3. Add and subtract the stretches. Each combination obeys an equation of its own.
4. For each vibration, ask what the iron does while the centre of mass stays at rest.
5. A ratio that does not depend on $k$ can still be wrong for the molecule. Look for a force that would treat the two vibrations differently.

## Solution

### (a) Why one dimension is enough

A rigid ring can move along the axis, move sideways, tilt, or turn about the axis. Rotate the whole molecule by $2\pi/5$ about the axis. Axial displacements are unchanged. Sideways displacements and tilts can be combined into pairs that are multiplied by $e^{\pm 2\pi i/5}$. A term in the harmonic energy that is the product of an axial displacement and one of these combinations would acquire the same factor. The energy cannot change under a symmetry operation, so the coefficient of such a term is zero.

Turning about the axis also survives the fivefold rotation, but a mirror plane containing the axis removes it. The molecule has such a plane when the rings are exactly staggered or exactly eclipsed, though not at an intermediate twist. Reflection in it reverses the turning and leaves axial displacements alone, so their product changes sign and cannot appear. The kinetic energy has no cross terms either, because each ring is described by the motion of its centre of mass and its rotation about that centre.

The single spring $k$ can stand for five iron–carbon springs. Let each have constant $f$, be unstrained at equilibrium, and make an angle $\theta$ with the axis. Moving the ring outward by $u$ lengthens each one by $u\cos\theta$ to first order, so the energy is

$$5\cdot\tfrac12 f(u\cos\theta)^2=\tfrac12 k u^2,\qquad k=5f\cos^2\theta .$$

For a rough ring–iron distance of 1.65 Å and ring radius of 1.21 Å, $\cos^2\theta=1.65^2/(1.65^2+1.21^2)=0.650$. Then $k=20$ eV/Å$^2$ requires $f=20/(5\times0.650)=6.15$ eV/Å$^2$. In a three-dimensional test with these springs and staggered rigid rings free to move, tilt and turn, the two axial patterns found below were normal modes with the same energies as in one dimension.

### (b) The two vibrations

Let $z_1$, $z_0$ and $z_2$ be the axial displacements of the lower ring, the iron and the upper ring from equilibrium. The bond stretches and the potential energy are

$$u_1=z_0-z_1,\qquad u_2=z_2-z_0,\qquad V=\tfrac12k\left(u_1^2+u_2^2\right).$$

The force on each body is minus the derivative of $V$ with respect to its displacement. Since $z_1$ enters $u_1$ with a minus sign, and $z_0$ enters the two stretches with opposite signs,

$$m\ddot z_1=ku_1,\qquad M\ddot z_0=k(u_2-u_1),\qquad m\ddot z_2=-ku_2 .$$

The three right-hand sides add to zero, so total momentum is conserved. One of the three motions is therefore free translation, which we remove by keeping the centre of mass at rest:

$$m(z_1+z_2)+Mz_0=0 .$$

**Symmetric stretch.** The sum of the stretches is $s=u_1+u_2=z_2-z_1$, from which $z_0$ has cancelled. Its acceleration is

$$\ddot s=\ddot z_2-\ddot z_1=-\frac{k}{m}u_2-\frac{k}{m}u_1=-\frac{k}{m}\,s .$$

This is a harmonic oscillator with

$$\omega_s^2=\frac{k}{m}.$$

When this vibration alone is excited, $u_1=u_2$, which means $2z_0=z_1+z_2$. Inserting this into the centre-of-mass condition gives $(2m+M)z_0=0$. The iron stands still and the rings move oppositely, $z_1=-z_2$. This is why $M$ is absent from $\omega_s$.

**Antisymmetric stretch.** The difference is $d=u_1-u_2=2z_0-z_1-z_2$. Its acceleration is

$$\ddot d=\frac{2k}{M}(u_2-u_1)-\frac{k}{m}u_1+\frac{k}{m}u_2
=-k\left(\frac1m+\frac2M\right)d ,$$

so that

$$\omega_a^2=k\left(\frac1m+\frac2M\right).$$

When this vibration alone is excited, $u_1=-u_2$, hence $z_1=z_2=z$. The centre-of-mass condition then gives

$$z_0=-\frac{2m}{M}z=-2.33\,z .$$

The rings move together and the iron moves the other way, 2.33 times as far. One bond lengthens while the other shortens.

**The ratio.** Dividing the squared frequencies removes $k$:

$$\frac{\omega_a^2}{\omega_s^2}=m\left(\frac1m+\frac2M\right)=1+\frac{2m}{M}.$$

With $2m/M=130.2/55.845=2.3315$,

$$\boxed{\frac{\omega_a}{\omega_s}=\sqrt{1+\frac{2m}{M}}=\sqrt{3.3315}=1.825\approx1.83}$$

**Where the factor comes from.** Give both bonds a stretch of the same magnitude $|u|$ in either mode. The potential energy is $ku^2$ in both cases, so the difference must lie in the kinetic energy. In the symmetric mode each ring moves by $|u|$, and

$$T_s=2\cdot\tfrac12m\dot u^2=m\dot u^2 .$$

In the antisymmetric mode $|u|=|z_0-z|=(1+2m/M)|z|$, and

$$T_a=\tfrac12\left[2m+M\left(\frac{2m}{M}\right)^2\right]\dot z^2
=m\left(1+\frac{2m}{M}\right)\dot z^2=\frac{m\dot u^2}{1+2m/M}.$$

The recoil of the iron supplies much of the stretch, so the same bond motion carries 3.33 times less kinetic energy. The effective inertia is smaller by that factor, and the frequency is higher by its square root. The iron's share of the antisymmetric kinetic energy is

$$\frac{M(2m/M)^2}{2m+M(2m/M)^2}=\frac{2m}{M+2m}=\frac{130.2}{186.0}=0.700 .$$

**Limits.** For $M\gg m$ the iron cannot recoil. The two bonds then vibrate independently and the ratio tends to 1. For $M\ll m$ the ratio approaches $\sqrt{2m/M}$, as a light centre rattles between two nearly stationary rings.

### (c) Numbers and the real molecule

Restoring $\hbar$ and converting units, $k=20$ eV/Å$^2$ gives

$$\hbar\omega_s=\hbar\sqrt{k/m}=0.0358\ \text{eV}\quad(289\ \text{cm}^{-1}),$$

$$\hbar\omega_a=1.8252\times0.03584\ \text{eV}=0.0654\ \text{eV}\quad(528\ \text{cm}^{-1}).$$

The iron isotope gives a way to tell the modes apart. At fixed $k$, raising $M$ from 53.94 to 56.94 u lowers the antisymmetric quantum from 0.06621 to 0.06497 eV, a change of 1.9%. The symmetric quantum does not move.

**Comparison with ferrocene.** The value of $k$ is a round model parameter, chosen to place the modes in the right region. The measured bands lie near 305 and 478 cm$^{-1}$, or about 0.038 and 0.059 eV, with a ratio of about 1.55 to 1.6. The model's 1.83 is thus too large by about a sixth. No choice of $k$ can repair this, because $k$ has cancelled. Within the rigid-ring harmonic picture, the assumption to question is that the bonds do not influence each other. Variation 1 shows that a moderate coupling lowers the ratio to 1.57. Such a coupling can remove the discrepancy, but two adjustable constants can match any two frequencies. The agreement is therefore a fit and does not prove that the coupling is the cause.

**Are the vibrations small enough?** Ferrocene is a solid that is heated to supply vapour, so take a source temperature of 370 K as a rough typical value. Then $k_BT=0.0319$ eV, and the mean numbers of quanta are

$$n_s=\frac{1}{e^{0.03584/0.03188}-1}=0.481,\qquad
n_a=\frac{1}{e^{0.06541/0.03188}-1}=0.148 .$$

Define $q_s=(u_1+u_2)/\sqrt2$ and $q_a=(u_1-u_2)/\sqrt2$, for which $V=\tfrac12k(q_s^2+q_a^2)$. A harmonic mode holds on average half its energy as potential energy, so $\tfrac12k\langle q_i^2\rangle=\tfrac12\omega_i(n_i+\tfrac12)$. Since $u_1=(q_s+q_a)/\sqrt2$ and the two modes are uncorrelated in thermal equilibrium,

$$\langle u_1^2\rangle=\frac{\omega_s(n_s+\frac12)+\omega_a(n_a+\frac12)}{2k}
=\frac{0.03584\times0.981+0.06541\times0.648}{40}\ \text{Å}^2 .$$

The root-mean-square stretch is 0.044 Å, or 2.7% of the ring–iron distance.

To size the anharmonicity, replace each spring by a Morse bond, $D(1-e^{-au})^2$. For small $u$ this is $Da^2u^2$, so matching the spring requires $D=k/(2a^2)$. The chosen value $a=1.5$ Å$^{-1}$ gives $D=20/4.5=4.44$ eV, which is a model parameter and not a computed bond energy. With $p_1$ and $p_2$ the momenta conjugate to the stretches, the Hamiltonian is

$$H=\frac12\left(\frac1m+\frac1M\right)(p_1^2+p_2^2)-\frac{p_1p_2}{M}
+D\sum_{i=1}^{2}\left(1-e^{-au_i}\right)^2 .$$

The cross term arises because both stretches contain the iron displacement, with opposite signs. Numerical diagonalization gives excitation energies from the ground state of 0.03565 and 0.06499 eV. Each is about 0.5–0.6% below its harmonic value, and the ratio falls by 0.13%. For these parameters anharmonicity is far too weak to account for the discrepancy with the real molecule. Transitions that start from thermally excited states are not included in this estimate.

## Variation 1: coupled bonds

*Add $k'u_1u_2$ to the potential energy. How does the ratio change?*

Let $F_i=\partial V/\partial u_i$ be the tension in bond $i$:

$$F_1=ku_1+k'u_2,\qquad F_2=ku_2+k'u_1 .$$

The equations of motion keep their form with $ku_i$ replaced by $F_i$. The sum and difference of the stretches therefore obey

$$\ddot s=-\frac{F_1+F_2}{m}=-\frac{k+k'}{m}\,s,$$

$$\ddot d=-\left(\frac1m+\frac2M\right)(F_1-F_2)=-(k-k')\left(\frac1m+\frac2M\right)d .$$

Both vibrations are stable for $|k'|<k$, and

$$\frac{\omega_a}{\omega_s}=\sqrt{\frac{k-k'}{k+k'}}\,\sqrt{1+\frac{2m}{M}} .$$

For $k'=3$ eV/Å$^2$, with $k$ held at 20 eV/Å$^2$, the ratio is $\sqrt{17/23}\times1.8252=1.57$, a fall of 14%. The quanta become 0.0384 and 0.0603 eV, both close to the measured values. The value of $k'$ was chosen to give this agreement and was not computed for the molecule.

One possible origin of $k'$ is a direct spring $K$ between the rings. The distance between them changes by $u_1+u_2$, so its energy is

$$\tfrac12K(u_1+u_2)^2=\tfrac12K(u_1^2+u_2^2)+Ku_1u_2 .$$

If the ring–iron springs have constant $k_1$, this is the coupled model with $k=k_1+K$ and $k'=K$. The numbers above correspond to $k_1=17$ and $K=3$ eV/Å$^2$. This is an algebraic equivalence only. It does not show that contact between rings 3.3 Å apart is this stiff, and a coupling carried by the bonding electrons of the iron would enter the energy in the same form. The symmetric vibration works against the extra spring. The antisymmetric one leaves the ring–ring distance unchanged and does not feel it.

The two frequencies coincide when $(k-k')(M+2m)=(k+k')M$. Cancelling $kM$ and collecting terms gives $2mk=k'(2M+2m)$, or $k'/k=m/(M+m)=0.54$. Above that value the symmetric vibration would be the faster one.

## Variation 2: rings that are not rigid

*Let the five hydrogens of a ring, of total mass $m_H=5.04$ u, move along the axis against the carbons, of total mass $m_C=60.06$ u, on a spring $\kappa=11$ eV/Å$^2$. Set $k'=0$. Does this change the ratio appreciably?*

Let the hydrogens have displacement $y$ and the carbons $z$. At frequency $\omega$ the hydrogen equation is

$$-m_H\omega^2y=-\kappa(y-z)\quad\Rightarrow\quad y=\frac{z}{1-\omega^2m_H/\kappa}.$$

The carbons feel the force $F$ from the iron bond and the force $\kappa(y-z)=m_H\omega^2y$ from the hydrogens:

$$-m_C\omega^2z=F+m_H\omega^2y .$$

Moving the last term to the left and inserting $y$ gives $-m_{\rm eff}\,\omega^2z=F$, with

$$m_{\rm eff}(\omega)=m_C+\frac{m_H}{1-\omega^2m_H/\kappa}.$$

The ring acts as a rigid body whose mass depends on frequency. Below the resonance at $\omega^2=\kappa/m_H$ the hydrogens overshoot the carbons, and the ring appears heavier than it is.

A free ring would have a hydrogen vibration at $\omega_w^2=\kappa(1/m_H+1/m_C)$, here 0.0994 eV. Hence

$$\frac{\kappa}{m_H}=\omega_w^2\,\frac{m_C}{m_C+m_H}=0.0994^2\times\frac{60.06}{65.10}=0.00912\ \text{eV}^2 .$$

The frequency formulas must now be solved self-consistently with $m_{\rm eff}$ in place of $m$. The two ring–iron stretches are the solutions below the hydrogen resonance, at 0.0356 and 0.0648 eV. Two further solutions, near 0.100 eV, are mainly vibrations of the hydrogens against the carbons. At the lower one, $\omega^2m_H/\kappa=0.0356^2/0.00912=0.139$, and the effective mass is $60.06+5.04/0.861=65.9$ u. At the higher one it is 69.4 u. The ratio follows from

$$\frac{\omega_a^2}{\omega_s^2}=65.91\left(\frac{1}{69.40}+\frac{2}{55.845}\right)=3.31,\qquad \frac{\omega_a}{\omega_s}=1.82 .$$

The change is only $-0.3\%$. The antisymmetric mode sees the larger increase in ring mass, but its frequency depends mainly on the iron term $2/M$, which is unaffected. For these parameters the coupling between the bonds matters far more to the ratio than this flexibility of the rings. Other internal motions, such as breathing of the carbon ring, are still left out.

The numerical output below lists the main parameters and results.

## Table of computed values

```
MODEL
ring mass m: 65.1 u
iron mass M: 55.845 u
spring constant k: 20.0 eV/angstrom^2
2m/M: 2.3315
symmetric energy: 0.03584 eV
antisymmetric energy: 0.06541 eV
symmetric, converted: 289.0 1/cm
antisymmetric, converted: 527.6 1/cm
ratio from diagonalization: 1.8252
ratio from formula: 1.8252
iron/ring displacement, antisymmetric: -2.331
iron share of kinetic energy, antisymmetric: 0.700
antisymmetric energy, iron mass 53.94 u: 0.06621 eV
antisymmetric energy, iron mass 56.94 u: 0.06497 eV
RIGID RINGS IN THREE DIMENSIONS
iron-ring distance (rough): 1.65 angstrom
ring radius (rough): 1.21 angstrom
cos^2 of Fe-C angle to axis: 0.650
constant of one Fe-C spring: 6.15 eV/angstrom^2
BOND-BOND COUPLING
coupling constant k': 3.0 eV/angstrom^2
symmetric energy: 0.03843 eV
antisymmetric energy: 0.06030 eV
ratio: 1.569
change of ratio: -14.0 %
FLEXIBLE RINGS
hydrogen mass per ring: 5.04 u
carbon mass per ring: 60.06 u
hydrogen spring kappa: 11.0 eV/angstrom^2
wagging energy of a free ring: 0.0994 eV
effective ring mass, symmetric: 65.91 u
effective ring mass, antisymmetric: 69.40 u
symmetric energy: 0.03561 eV
antisymmetric energy: 0.06480 eV
ratio: 1.8195
change of ratio: -0.32 %
ANHARMONIC BONDS
Morse parameter a: 1.5 1/angstrom
Morse depth D: 4.444 eV
symmetric fundamental: 0.03565 eV
antisymmetric fundamental: 0.06499 eV
ratio: 1.8229
change of ratio: -0.13 %
TEMPERATURE
temperature: 370 K
thermal energy k_B T: 0.03188 eV
mean quanta, symmetric: 0.481
mean quanta, antisymmetric: 0.148
rms stretch of one bond: 0.0440 angstrom
rms stretch / iron-ring distance: 2.67 %
```
